# Why evanescent heat channels between passive planar bodies never exceed unit transmission

**Q.** A reflection coefficient of magnitude ten looks like amplification. How can a passive wall have one?

**A.** By reflecting an evanescent wave, whose squared amplitude is not a power. Let body 1 fill \(z<0\), body 2 fill \(z>d\), with vacuum between. Both are laterally uniform and do not mix s and p polarization. Fields vary as \(e^{ikx-i\omega t}\), with \(\omega>0\), \(k_0=\omega/c\) and \(k>k_0\). Let \(u\) be \(E_y\) for s and \(H_y\) for p. In the gap,

\[
u=Ae^{-\kappa z}+Be^{\kappa z},\qquad \kappa=\sqrt{k^2-k_0^2}.
\]

For s, Faraday's law gives \(H_x=(i/\omega\mu_0)\partial_zE_y\). The mean flux along \(z\) is therefore

\[
S=-\tfrac12\mathrm{Re}(E_yH_x^*)=\frac{1}{2\omega\mu_0}\mathrm{Im}(u^*\partial_zu).
\]

For p, \(E_x=\partial_zH_y/(i\omega\varepsilon_0)\), and \(S=\tfrac12\mathrm{Re}(E_xH_y^*)\) has the same form with \(\mu_0\to\varepsilon_0\). Now

\[
u^*\partial_zu=\kappa\left[-|A|^2e^{-2\kappa z}+|B|^2e^{2\kappa z}+A^*B-AB^*\right].
\]

The first two terms are real and the last two sum to \(2i\,\mathrm{Im}(A^*B)\), so for s

\[
S=\frac{\kappa}{\omega\mu_0}\mathrm{Im}(A^*B).
\]

One evanescent wave alone carries no power along \(z\). Power needs both waves, with a phase difference.

**Q.** Then what does passivity restrict?

**A.** The sign of the imaginary part. At \(z=d\) the wave incident on body 2 is \(Ae^{-\kappa d}\) and the reflected one is \(Be^{\kappa d}\). Their ratio is \(r_2\), so

\[
B=r_2e^{-2\kappa d}A,\qquad
S=\frac{\kappa}{\omega\mu_0}|A|^2e^{-2\kappa d}\,\mathrm{Im}\,r_2 .
\]

This is the power body 2 absorbs. A passive body cannot return net power, so \(\mathrm{Im}\,r_2\ge0\). The same holds for \(r_1\). Nothing here limits \(|r|\).

**Q.** Show me a material that actually uses this freedom.

**A.** Take a local, isotropic, nonmagnetic half-space of permittivity \(\varepsilon=\varepsilon'+i\varepsilon''\), \(\varepsilon''>0\). Inside it the field decays with \(\kappa_m=\sqrt{k^2-\varepsilon k_0^2}\), \(\mathrm{Re}\,\kappa_m>0\). For p, continuity of \(H_y\) and \(\partial_zH_y/\varepsilon\) gives \(1+r=t\) and \(\kappa(1-r)=\kappa_mt/\varepsilon\), where \(t\) is the transmitted amplitude. Eliminating \(t\),

\[
r_p=\frac{\varepsilon\kappa-\kappa_m}{\varepsilon\kappa+\kappa_m}.
\]

Multiplying numerator and denominator by \(\varepsilon^*\kappa+\kappa_m^*\) isolates the imaginary part:

\[
\mathrm{Im}\,r_p=\frac{2\kappa\,\mathrm{Im}(\varepsilon\kappa_m^*)}{|\varepsilon\kappa+\kappa_m|^2}.
\]

To find its sign, write \(\kappa_m=p+iq\). The definition of \(\kappa_m^2\) gives \(2pq=-\varepsilon''k_0^2\) and \(p^2-q^2=k^2-\varepsilon'k_0^2\). Hence

\[
\mathrm{Im}(\varepsilon\kappa_m^*)=\varepsilon''p-\varepsilon'q
=\frac{\varepsilon''}{2p}\left(2p^2+\varepsilon'k_0^2\right)
=\frac{\varepsilon''}{2p}\left(|\kappa_m|^2+k^2\right)>0 .
\]

The magnitude is a separate matter:

\[
|\varepsilon\kappa+\kappa_m|^2-|\varepsilon\kappa-\kappa_m|^2=4\kappa\,\mathrm{Re}(\varepsilon\kappa_m^*).
\]

When the right side is negative, \(|r_p|>1\). This is always so for \(\varepsilon'<0\), because \(\mathrm{Re}(\varepsilon\kappa_m^*)=\varepsilon'p+\varepsilon''q\) with \(p>0\) and \(q<0\). Near \(\varepsilon\kappa+\kappa_m=0\), the surface-polariton condition, it becomes large. For s, the corresponding result is \(r_s=(\kappa-\kappa_m)/(\kappa+\kappa_m)\). The difference of squares is then \(4\kappa\,\mathrm{Re}\,\kappa_m>0\), so \(|r_s|<1\).

**Q.** Those are reflected waves. Heat starts from thermal currents. What fixes their strength?

**A.** The fluctuation-dissipation theorem, assuming each body is in local equilibrium. First remove body 2. For s, a polarization \(P_y\) in the gap drives

\[
(\partial_z^2-\kappa^2)E_y=-\mu_0\omega^2P_y .
\]

The response of \(E_y\) to \(P_y\) is \(\mu_0\omega^2G\), where \((\partial_z^2-\kappa^2)G=-\delta(z-z')\) and

\[
G=\frac{1}{2\kappa}\left[e^{-\kappa|z-z'|}+r_1e^{-\kappa(z+z')}\right].
\]

The first term is the direct field; its slope jumps by \(-1\) at the source. The second is its reflection from body 1. For a variable with response \(\chi\), the two-sided fluctuation spectrum is \((2\Theta/\omega)\,\mathrm{Im}\,\chi\), where

\[
\Theta(\omega,T)=\frac{\hbar\omega}{e^{\hbar\omega/k_BT}-1}.
\]

The zero-point part is dropped because it cancels in the net exchange. The direct term of \(G\) is real, leaving

\[
\langle E_y(z)E_y^*(z')\rangle=\frac{\Theta\mu_0\omega\,\mathrm{Im}\,r_1}{\kappa}e^{-\kappa(z+z')}.
\]

No evanescent wave arrives from distant vacuum, so this is the field emitted by body 1, \(A_0e^{-\kappa z}\), with

\[
\langle|A_0|^2\rangle=\frac{\Theta\mu_0\omega\,\mathrm{Im}\,r_1}{\kappa}.
\]

For p, a magnetization \(M_y\) drives \(H_y\) through \((\partial_z^2-\kappa^2)H_y=-k_0^2M_y\). Its conjugate force is \(\mu_0M_y\), so the response is \((k_0^2/\mu_0)G=\varepsilon_0\omega^2G\). The result is the same with \(\mu_0\to\varepsilon_0\).

**Q.** Now put body 2 back. With large coefficients, the sum over repeated reflections diverges.

**A.** The sum is one way to solve the boundary equations, and it is not needed. At body 1 the outgoing wave is emission plus reflection; at body 2 there is reflection:

\[
A=A_0+r_1B,\qquad B=r_2e^{-2\kappa d}A .
\]

Substitution gives

\[
A=\frac{A_0}{D},\qquad D=1-r_1r_2e^{-2\kappa d},
\]

for any \(D\ne0\), whether or not a geometric series converges.

For the heat flow, the two-sided spectrum contributes equally at \(\pm\omega\), giving a factor 2 when only \(\omega>0\) is kept. Spectral products also lack the factor \(\tfrac12\) of a phasor average, so the flux factor is \(2\kappa/(\omega\mu_0)\). Body 2 therefore absorbs, per channel,

\[
2\cdot\frac{2\kappa}{\omega\mu_0}\cdot
\frac{\Theta_1\mu_0\omega\,\mathrm{Im}\,r_1}{\kappa|D|^2}\,
\mathrm{Im}\,r_2\,e^{-2\kappa d}=\Theta_1\mathcal T,
\]

\[
\mathcal T=\frac{4\,\mathrm{Im}\,r_1\,\mathrm{Im}\,r_2\,e^{-2\kappa d}}
{|1-r_1r_2e^{-2\kappa d}|^2}.
\]

The expression is symmetric in the bodies, so the reverse flow is \(\Theta_2\mathcal T\). The net evanescent flux is

\[
q=\int_0^\infty\frac{d\omega}{2\pi}\int_{k>k_0}\frac{d^2k}{(2\pi)^2}
(\Theta_1-\Theta_2)\sum_{s,p}\mathcal T .
\]

**Q.** I would trust that more if the currents themselves had been followed through a divergent case.

**A.** They were, for \(\varepsilon_1=-1.2+0.15i\), \(\varepsilon_2=-0.9+0.1i\) and \(k=3k_0\). Current sheets inside body 1 were given the thermal variance set by \(\varepsilon_1''\). The interface equations were solved for each, and the gap flux was summed over depth. For p at \(k_0d=0.2\), the coefficients have magnitudes 14.7 and 8.67, and each round trip multiplies the amplitude by 41.2 in magnitude. The transmission is nevertheless 0.0364. Across both polarizations and the gaps \(k_0d=0.2\) and 0.9, source sum and formula differed by at most \(1.6\times10^{-14}\) of the formula value.

**Q.** One small value is not a bound. The numerator can be huge. Why can it never beat the denominator?

**A.** Set \(a=r_1\) and \(b=r_2e^{-2\kappa d}\), and compare two squares:

\[
|1-ab|^2=1-2\,\mathrm{Re}(ab)+|a|^2|b|^2,
\]

\[
|1-ab^*|^2=1-2\,\mathrm{Re}(ab^*)+|a|^2|b|^2 .
\]

With \(a=a'+ia''\) and \(b=b'+ib''\), \(\mathrm{Re}(ab)=a'b'-a''b''\) and \(\mathrm{Re}(ab^*)=a'b'+a''b''\). Subtracting the second square from the first,

\[
|1-ab|^2-|1-ab^*|^2=4a''b'' .
\]

The right side is the numerator of \(\mathcal T\). Dividing by \(|1-ab|^2\),

\[
\mathcal T=1-\frac{|1-ab^*|^2}{|1-ab|^2}\le1 .
\]

**Q.** You never used passivity there.

**A.** Correct. The ceiling is algebraic and holds for any complex coefficients with \(D\ne0\). Passivity supplies the floor, \(\mathcal T\ge0\), because both imaginary parts are nonnegative. Together they give \(0\le\mathcal T\le1\).

Passivity also protects the denominator. If \(ab=1\), then \(b=a^*/|a|^2\), so \(b''=-a''/|a|^2\). The imaginary parts have opposite signs or both vanish. Physically, \(ab=1\) is a field that persists without a source, which two absorbing walls cannot sustain.

With gain, take \(r_2=r_1^*\). Then

\[
\mathcal T=-\frac{4(\mathrm{Im}\,r_1)^2e^{-2\kappa d}}{(1-|r_1|^2e^{-2\kappa d})^2},
\]

which tends to minus infinity at the oscillation threshold. It still obeys the upper bound, but it is no longer a probability. Nor does the equilibrium emission law apply to a pumped body.

**Q.** Can a lossy pair reach one, or is the ceiling merely safe?

**A.** It can. Equality requires \(ab^*=1\), or

\[
r_2=\frac{e^{2\kappa d}}{r_1^*}=\frac{e^{2\kappa d}}{|r_1|^2}r_1 .
\]

The second form shows that \(r_2\) has the phase of \(r_1\), so this partner is passive. For \(r_1=3+2i\) and \(e^{-2\kappa d}=0.2\), it gives \(r_2=5(3+2i)/13=1.154+0.769i\). A numerical search over \(\mathrm{Im}\,r_2>0\) found the same point, with \(\mathcal T=1\).

For identical bodies, write \(re^{-\kappa d}=\rho e^{i\phi}\). The denominator is

\[
1-2\rho^2\cos2\phi+\rho^4=(1-\rho^2)^2+4\rho^2\sin^2\phi,
\]

so for \(\sin\phi\ne0\)

\[
\mathcal T=\left[1+\frac{(1-\rho^2)^2}{4\rho^2\sin^2\phi}\right]^{-1}.
\]

The matching condition is \(\rho=1\), or \(|r|=e^{\kappa d}\). A magnitude above one is thus necessary for full transmission between identical bodies at finite \(\kappa d\).

**Q.** And if the loss vanishes? You would have full transmission with no absorber.

**A.** The order of limits matters. Near \(re^{-\kappa d}=1+x+iy\), with \(x\) and \(y\) small, the numerator is \(4y^2\) and \(|1-(1+x+iy)^2|^2\approx4(x^2+y^2)\). Thus

\[
\mathcal T\approx\frac{y^2}{x^2+y^2}.
\]

At \(x=0\) the peak stays at one as \(y\to0\), but its width in \(x\) shrinks in proportion to \(y\). At fixed \(x\ne0\), \(\mathcal T\to0\). The same happens near \(re^{-\kappa d}=-1\), which is reached for \(-1<\varepsilon'<0\). All this assumes that \(\mathrm{Im}\,r\) vanishes with the loss, which is so when the field is evanescent inside the body too. For \(k_0<k<\sqrt{\varepsilon'}\,k_0\) in a transparent dielectric, the wave propagates away inside the half-space, and \(\mathrm{Im}\,r\) stays finite. At \(\varepsilon'=9.75\), \(k=2k_0\) and \(k_0d=0.1\), \(\mathcal T\) tends to 0.72 for p and 0.97 for s as \(\varepsilon''\to0\). At exactly \(x=y=0\) the formula is \(0/0\) and assigns no value.

**Q.** Put numbers on this for a real kind of surface.

**A.** Take two identical polar half-spaces, 20 nm apart at 300 K, with

\[
\varepsilon(E)=\varepsilon_\infty
\frac{E_L^2-E^2-i\gamma E}{E_T^2-E^2-i\gamma E}.
\]

Here \(E\) is photon energy, \(\varepsilon_\infty=6.5\), \(E_T=0.098\) eV, \(E_L=0.120\) eV and \(\gamma=0.60\) meV. These are rounded values in the rough regime of silicon carbide. At 0.117 eV, \(\varepsilon=-1.129+0.131i\). Solving \(|r_p|=e^{\kappa d}\) gives \(r_p=8.627+7.748i\), of magnitude 11.595, and

\[
\kappa=\frac{\ln11.595}{20\ \mathrm{nm}}=0.1225\ \mathrm{nm^{-1}} .
\]

The decay factor is \(e^{-2\kappa d}=0.007438\). The numerator alone is

\[
4(7.748)^2(0.007438)=1.786 .
\]

Setting \(D=1\), which drops the repeated reflections, would therefore break the bound. The actual denominator is also 1.786, so \(\mathcal T=1\).

At half this \(\kappa\), with photon energy and gap fixed, \(\mathcal T=0.156\); at twice it, 0.0133. The formula for identical bodies explains both. With \(r_p\) nearly constant, \(\rho^2\) becomes 11.6 in the first case and 0.0074 in the second. The first lies above the matching value \(\rho=1\), the second below it.

**Q.** One perfect channel says little about the total. What happens when all wavevectors are added?

**A.** For \(k\) large compared with \(k_0\) and \(\sqrt{|\varepsilon|}\,k_0\), expanding the square roots gives \(\varepsilon\kappa+\kappa_m\approx k[(\varepsilon+1)-\varepsilon k_0^2/k^2]\) and \(\varepsilon\kappa-\kappa_m\approx k(\varepsilon-1)\). If \(|\varepsilon|k_0^2/k^2\) is also small beside \(|\varepsilon+1|\), which needs care near resonance, \(r_p\approx(\varepsilon-1)/(\varepsilon+1)\) is independent of \(k\). Let \(X=r_1r_2\) and \(y=e^{-2\kappa d}\). Since \(Xy/(1-Xy)=Xy(1-X^*y)/|1-Xy|^2\),

\[
\frac{y}{|1-Xy|^2}=\frac{1}{\mathrm{Im}\,X}\,\mathrm{Im}\frac{Xy}{1-Xy}.
\]

With \(v=2\kappa d\),

\[
\int_0^\infty\kappa\,d\kappa\,\frac{Xy}{1-Xy}
=\frac1{4d^2}\int_0^\infty\frac{v\,Xe^{-v}}{1-Xe^{-v}}\,dv
=\frac{\mathrm{Li}_2(X)}{4d^2}.
\]

For \(|X|<1\), this follows by expanding in \(X^n\) and using \(\int_0^\infty ve^{-nv}dv=1/n^2\); the sum \(\sum X^n/n^2\) is the dilogarithm \(\mathrm{Li}_2\). The integral continues it to larger \(|X|\), away from the real axis above one. Therefore

\[
\int_0^\infty\kappa\mathcal T\,d\kappa=
\frac{\mathrm{Im}\,r_1\,\mathrm{Im}\,r_2}{d^2}\,
\frac{\mathrm{Im}\,\mathrm{Li}_2(r_1r_2)}{\mathrm{Im}(r_1r_2)} .
\]

At 0.117 eV this gives 0.009240 nm\(^{-2}\). Direct integration with the full \(r_p\), over \(10^{-4}<\kappa d<30\), gives 0.009241 nm\(^{-2}\). In this regime the sum grows as \(d^{-2}\) although no channel exceeds one: a smaller gap admits more wavevectors.

**Q.** And in heat units?

**A.** For a small temperature difference, replace \(\Theta_1-\Theta_2\) by \(\partial\Theta/\partial T\) times that difference. Since \(k\,dk=\kappa\,d\kappa\), the coefficient is

\[
h=\int_0^\infty\frac{d\omega}{2\pi}\frac{\partial\Theta}{\partial T}
\int_0^\infty\frac{\kappa\,d\kappa}{2\pi}\sum_{s,p}\mathcal T .
\]

The example gives 2413 W/(m² K) from p and 30 from s, or 2443 W/(m² K) together. As a yardstick, one wavevector and polarization open at every frequency would conduct, with \(x=\hbar\omega/k_BT\),

\[
\frac{k_B^2T}{2\pi\hbar}\int_0^\infty\frac{x^2e^x}{(e^x-1)^2}dx
=\frac{\pi^2k_B^2T}{3(2\pi\hbar)}=284\ \mathrm{pW/K}.
\]

The integral is \(\pi^2/3\). An evanescent channel exists only for \(\omega<ck\), so this is a ceiling. The computed \(h\) equals 8.6 fully open channels per square micrometre.

**Q.** Would a real silicon carbide device deliver 2443?

**A.** That is a model value, not a measurement. A uniform 20 nm gap is demanding for extended plates, and real plates are not perfectly flat and parallel. Where the \(d^{-2}\) law dominates, a 5% error in mean gap shifts \(h\) by about 10%. Averaging the results for 19 and 21 nm raises it by only 0.7%.

Material inputs were also changed one at a time, by steps of very different relative size, so the shifts do not rank their importance. Doubling \(\gamma\) gives 2963 W/(m² K), 21% higher. (A common unrounded set, \(\varepsilon_\infty=6.7\) with \(E_T\), \(E_L\) and \(\gamma\) at 793, 969 and 4.76 cm\(^{-1}\), gives 2372, about 3% lower.) Lowering both phonon energies for fields normal to the surface by 1%, a rough stand-in for crystal anisotropy, adds 2%. Free carriers at \(10^{16}\) cm\(^{-3}\), in a local Drude model with mass \(0.4m_e\) and scattering energy 10 meV, add 0.9%; with 3.2 meV they add 2.7%. Their Debye length of 37 nm exceeds the gap, however, so these figures are only a rough scale. Heavier doping is not a small correction: the same model adds 17% at \(10^{17}\) cm\(^{-3}\) (scattering 5 meV) and 69% at \(10^{18}\) cm\(^{-3}\) (12 meV).

The reflection coefficients must also remain local and free of polarization mixing. Here \(k\) times a 0.44 nm lattice length is 0.054, which supports a local lattice response at the matched wavevector. With polarization mixing, \(r_1\) and \(r_2\) become matrices and the scalar identity no longer suffices. Propagating waves, which \(h\) leaves out, add about 5 W/(m² K) in this example.

## Numbers as computed

```
Random passive T: min 4.09e-10, max 0.999916
Random any-sign T: min -4.071e+04, max 0.999896
Source test eps1, eps2: (-1.2+0.15j), (-0.9+0.1j); k/k0 = 3.0
Source test |r1_p|, |r2_p|: 14.738, 8.669
Source test, gap*k0 = 0.2: |series ratio| = 41.214
Source test, same gap: p transmission = 0.036423
Largest source/formula relative error: 1.6e-14
Optimization input: r1 = (3+2j), decay factor = 0.2
Optimization result: r2 = 1.15385+0.76923j, T = 1.00000000
High-frequency permittivity: 6.50
Transverse, longitudinal phonon energies: 0.098, 0.120 eV
Damping energy: 0.60 meV
Gap, temperature: 20.0 nm, 300.0 K
Chosen photon energy: 0.1170 eV
Permittivity at this energy: -1.12908+0.13110j
Vacuum wavenumber k0: 0.000593 nm^-1
Matched kappa: 0.122530 nm^-1
Matched in-plane wavevector: 0.122531 nm^-1
r_p at matching: 8.62686+7.74778j
|r_p| at matching: 11.59529
Decay factor exp(-2 kappa d): 0.0074377
Numerator alone: 1.785877
Multiple-reflection denominator: 1.785877
Transmission at matching: 1.00000000
T at half, twice matched kappa: 0.155709, 0.013299
Integral kappa*T dkappa: 0.009241 nm^-2
Quasistatic dilogarithm value: 0.009240 nm^-2
Single-mode conductance ceiling: 283.929 pW/K
Evanescent p heat coefficient: 2413.11 W/(m^2 K)
Evanescent s heat coefficient: 30.2751 W/(m^2 K)
Total evanescent coefficient: 2443.38 W/(m^2 K)
Equivalent fully open modes: 8.606 um^-2
Relative change on finer grid: 1.22e-05
Largest grid |r_p|, |r_s|: 65.035, 1.000000
Largest grid transmission: 1.00000000
Coefficient with doubled damping: 2962.57 W/(m^2 K)
Coefficient, normal phonons 1% lower: 2492.86 W/(m^2 K)
Carrier density: 1.0e+16 cm^-3; mass/m_e: 0.40
Carrier plasma energy: 5.871 meV; scattering: 10 meV
Coefficient with local carriers: 2465.79 W/(m^2 K)
Carrier Debye length: 37.31 nm
Coefficient averaged over gap +/- 1.0 nm: 2461.40 W/(m^2 K)
Lattice length: 0.44 nm; k*length: 0.0539
Lattice-dispersion energy scale: 0.0345 meV
Wafer: 0.5 mm, 300 W/(m K)
Wafer/gap temperature-drop ratio: 0.00407
Electron barrier: 4.0 eV; log10 tunnelling: -178.0
Propagating-wave ceiling: 6.124 W/(m^2 K)
```
